\section*{Impact-ionization threshold of an electron in parabolic direct bands}

\section*{The problem}

A fast electron in the conduction band of an insulator or semiconductor can lose energy by lifting a second electron out of the filled valence band. This process is called impact ionization. It turns one mobile electron into two mobile electrons and a hole. The question is how much energy the first electron, called the primary, must have before the conservation laws permit the process.

Atomic units are used in the algebra, so $\hbar=1$ and a wavevector is also a crystal momentum. The gap is $G$, both band edges lie at $\mathbf k=0$, and the energy zero is the conduction-band minimum. The bands are isotropic and parabolic:
\begin{equation}
E_c(\mathbf k)=\frac{k^2}{2m_e},\qquad
E_v(\mathbf k)=-G-\frac{k^2}{2m_h},
\label{bands}
\end{equation}
with positive masses $m_e$ and $m_h$. These forms are assumed to hold at every wavevector that enters the process, not merely close to the band edges. Apart from the primary, the conduction band is empty and the valence band is full. No phonon takes part, the attraction between electron and hole is neglected, and crystal momentum is conserved without a reciprocal-lattice vector. Part (c) returns to this last condition.

\section*{(a) The conservation laws}

\textit{The primary has wavevector $\mathbf k_0$, the valence electron starts at $\mathbf k_v$, and the two electrons end in the conduction band at $\mathbf k_1$ and $\mathbf k_2$. Write the conservation laws, and restate them in terms of a hole.}

\medskip
\noindent\textbf{Solution.} Two electrons are present before and after, so
\begin{align}
\mathbf k_0+\mathbf k_v&=\mathbf k_1+\mathbf k_2,\\
E_c(\mathbf k_0)+E_v(\mathbf k_v)&=E_c(\mathbf k_1)+E_c(\mathbf k_2).
\end{align}
A full valence band has total wavevector zero, because its states come in pairs $\pm\mathbf k$. With the electron at $\mathbf k_v$ removed, the band has total wavevector $-\mathbf k_v$. This is the wavevector assigned to the hole:
\begin{equation}
\mathbf k_h=-\mathbf k_v .
\end{equation}
Moving $\mathbf k_v$ to the right-hand side of the momentum law gives
\begin{equation}
\mathbf k_0=\mathbf k_1+\mathbf k_2+\mathbf k_h .
\label{mom}
\end{equation}
In the energy law, $E_v(\mathbf k_v)$ moves to the right with its sign reversed. Since $-E_v(\mathbf k_v)=G+k_v^2/(2m_h)$ and $k_v^2=k_h^2$,
\begin{equation}
\frac{k_0^2}{2m_e}=G+\frac{k_1^2}{2m_e}+\frac{k_2^2}{2m_e}+\frac{k_h^2}{2m_h}.
\label{en}
\end{equation}
The process now reads as one particle turning into three, at a fixed cost $G$. The hole's kinetic energy is never negative: a valence electron taken from below the band top needs more energy to reach the conduction band.

\section*{(b) The least kinetic energy of the products}

\textit{For a given $\mathbf k_0$, find the smallest total kinetic energy that the three products can have, and the state in which they have it.}

\medskip
\noindent\textbf{Solution.} Label the products $i=1,2,h$, with masses $m_1=m_2=m_e$ and $m_h$. Let
\begin{equation}
M=2m_e+m_h,\qquad \mathbf v_i=\frac{\mathbf k_i}{m_i}.
\end{equation}
The total kinetic energy is $T=\tfrac12\sum_i m_iv_i^2$, and the momentum law is $\sum_i m_i\mathbf v_i=\mathbf k_0$. Consider the sum over pairs of squared velocity differences. Extending it to all $i$ and $j$ counts each pair twice, while the terms $i=j$ vanish, so
\begin{align}
\sum_{i<j}m_im_j|\mathbf v_i-\mathbf v_j|^2
&=\frac12\sum_{i,j}m_im_j\left(v_i^2+v_j^2-2\,\mathbf v_i\cdot\mathbf v_j\right)\nonumber\\
&=\frac12\Big(M\sum_i m_iv_i^2+M\sum_j m_jv_j^2\Big)-\Big|\sum_i m_i\mathbf v_i\Big|^2\nonumber\\
&=2MT-k_0^2 .
\end{align}
Solving for $T$ gives
\begin{equation}
T=\frac{k_0^2}{2M}+\varepsilon,\qquad
\varepsilon=\frac{1}{2M}\sum_{i<j}m_im_j|\mathbf v_i-\mathbf v_j|^2 .
\label{split}
\end{equation}
The first term is the energy of the common motion, which momentum conservation fixes. The second is the energy of relative motion. It is a sum of non-negative terms, and it vanishes if and only if all three velocities are equal. The least kinetic energy is therefore $k_0^2/(2M)$, reached when
\begin{equation}
\mathbf v_1=\mathbf v_2=\mathbf v_h=\frac{\mathbf k_0}{M}.
\label{common}
\end{equation}

\section*{(c) The threshold}

\textit{Find the smallest primary energy $E_0=k_0^2/(2m_e)$ for which both laws can be satisfied. Show that every larger energy is also allowed. Evaluate the result for equal masses.}

\medskip
\noindent\textbf{Solution.} Insert the kinetic energy (\ref{split}) into the energy law (\ref{en}) and solve for $\varepsilon$:
\begin{equation}
\varepsilon=\frac{k_0^2}{2m_e}-\frac{k_0^2}{2M}-G
=E_0\left(1-\frac{m_e}{M}\right)-G
=E_0\,\frac{m_e+m_h}{2m_e+m_h}-G .
\label{eps}
\end{equation}
Since $\varepsilon\ge0$, the process requires
\begin{equation}
E_0\ge E_{\mathrm{th}}=G\,\frac{2m_e+m_h}{m_e+m_h}.
\label{th}
\end{equation}

This shows that the condition is necessary. To show that it is sufficient, take any $E_0\ge E_{\mathrm{th}}$, so that $\varepsilon$ from (\ref{eps}) is non-negative, and try
\begin{equation}
\mathbf v_h=\mathbf V,\quad \mathbf v_1=\mathbf V+\mathbf u,\quad
\mathbf v_2=\mathbf V-\mathbf u,\quad \mathbf V=\frac{\mathbf k_0}{M}.
\label{event}
\end{equation}
The total momentum is $2m_e\mathbf V+m_h\mathbf V=M\mathbf V=\mathbf k_0$, as required. The velocity differences are $2\mathbf u$ between the electrons and $\pm\mathbf u$ between each electron and the hole. The energy of relative motion is then
\begin{equation}
\frac{1}{2M}\left(4m_e^2u^2+2m_em_hu^2\right)
=\frac{2m_e(2m_e+m_h)}{2M}\,u^2=m_eu^2 .
\end{equation}
Choosing $u^2=\varepsilon/m_e$ satisfies the energy law, with the direction of $\mathbf u$ left free. Every energy from $E_{\mathrm{th}}$ upward is therefore allowed.

For $m_e=m_h$ the fraction in (\ref{th}) is $3/2$:
\begin{equation}
E_{\mathrm{th}}=\tfrac32\,G .
\label{result}
\end{equation}
This energy is measured from the conduction-band minimum. Measured from the top of the valence band, the same state lies at $\tfrac52G$.

The condition on reciprocal-lattice vectors can now be examined. If a vector $\mathbf K$ entered the momentum balance, the products would share $\mathbf k_0+\mathbf K$ instead of $\mathbf k_0$, and their least kinetic energy would be $|\mathbf k_0+\mathbf K|^2/(2M)$. A wavevector in the first Brillouin zone is at least as close to the origin as to any other reciprocal-lattice point, so $|\mathbf k_0+\mathbf K|\ge k_0$. As long as the primary lies in the first zone and the bands (\ref{bands}) hold throughout that zone, for the products as well as for the primary, such processes do not lower the threshold. Real bands depart from the parabolic form towards the zone faces and may have further valleys, and this argument then no longer applies.

Phonons are different, because the momentum they supply is not restricted to reciprocal-lattice vectors. In the extreme case where any momentum is available at negligible energy, all products can sit at the band edges, and the condition falls to $E_0\ge G$. The excess of $E_{\mathrm{th}}$ over $G$ is thus the price of momentum conservation.

\section*{(d) The state at threshold for equal masses}

\textit{For $m_e=m_h=m$ and $E_0=E_{\mathrm{th}}$, find the wavevector and energy of each particle, and the momentum and energy handed over by the primary.}

\medskip
\noindent\textbf{Solution.} At threshold $\varepsilon=0$, so the velocities are equal. With equal masses the wavevectors are equal too:
\begin{equation}
\mathbf k_1=\mathbf k_2=\mathbf k_h=\tfrac13\mathbf k_0,\qquad
\mathbf k_v=-\tfrac13\mathbf k_0 .
\end{equation}
A third of the wavevector means a ninth of the kinetic energy, so each product has
\begin{equation}
\frac{E_{\mathrm{th}}}{9}=\frac19\cdot\frac{3G}{2}=\frac G6 .
\end{equation}
The energy balance closes: $G+3\,(G/6)=\tfrac32G$.

Call electron 1 the scattered primary. It gives up the wavevector $\mathbf k_0-\mathbf k_1=\tfrac23\mathbf k_0$ and the energy
\begin{equation}
\frac{3G}{2}-\frac G6=\frac{4G}{3}.
\end{equation}
The valence electron rises from $-G-G/6$ to $+G/6$, which is also a gain of $\tfrac43G$. Its wavevector changes from $-\tfrac13\mathbf k_0$ to $+\tfrac13\mathbf k_0$, a change of $\tfrac23\mathbf k_0$. The transition is not vertical in $\mathbf k$, although the gap is direct, and it needs more energy than the gap.

The final electrons share one wavevector, so at threshold itself they must have opposite spins. For parallel spins the wavevectors must differ. By (\ref{event}), this is possible for any $\varepsilon>0$, however small, so the limiting energy is the same.

\section*{(e) Unequal masses}

\textit{How does the threshold depend on the mass ratio $r=m_h/m_e$? Interpret the limits of a heavy and a light hole.}

\medskip
\noindent\textbf{Solution.} Dividing numerator and denominator of (\ref{th}) by $m_e$ gives
\begin{equation}
\frac{E_{\mathrm{th}}}{G}=\frac{2+r}{1+r}=1+\frac{1}{1+r}.
\end{equation}
The ratio falls steadily as the hole becomes heavier, and it lies between 1 and 2.

For $r\to\infty$ the threshold tends to $G$. By (\ref{common}) the hole carries the fraction $m_h/M\to1$ of the momentum, while its kinetic energy $m_hk_0^2/(2M^2)$ tends to zero. A heavy hole absorbs the recoil at almost no cost in energy.

For $r\to0$ the threshold tends to $2G$. The hole then carries the fraction $m_h/M\to0$ of the momentum, and the two electrons take $\mathbf k_0/2$ each. Each has kinetic energy $E_0/4$, so the balance is $E_0=G+E_0/2$, which gives $E_0=2G$.

A numerical minimization over all final wavevectors, which uses the band functions and not formula (\ref{th}), gives threshold-to-gap ratios of 1.667, 1.500 and 1.333 for $r=0.5$, 1 and 2. At $r=1000$ it gives 1.001, and at $r=0.01$ it gives 1.990. All agree with the formula.

\section*{(f) A numerical case}

\textit{Take the round model values $G=2$ eV and $m_e=m_h=0.2$ electron masses. Find the threshold and the state of the particles there. Then describe one possible event for a primary 20\% above threshold.}

\medskip
\noindent\textbf{Solution.} The threshold is $1.5\times2=3.00$ eV, or 0.1102 hartree, above the conduction-band minimum. It lies 5.00 eV above the valence-band top. The primary's wavevector there is
\begin{equation}
k_0=\sqrt{2mE_{\mathrm{th}}}=\sqrt{2\times0.2\times0.1102}=0.210\ \text{bohr}^{-1},
\end{equation}
which is 0.397 \AA$^{-1}$. Each product has a third of this, 0.132 \AA$^{-1}$, and a kinetic energy of $2/6=0.333$ eV. The balance is $3.00=2.00+3\times0.333$ in eV. The primary hands over 0.265 \AA$^{-1}$ and $3.00-0.333=2.667$ eV. The threshold energy in eV does not depend on the common mass, but the wavevectors grow as its square root.

A primary 20\% above threshold has $E_0=1.2\times3.00=3.60$ eV. By (\ref{eps}), with the mass fraction equal to $2/3$,
\begin{equation}
\varepsilon=\tfrac23\times3.60-2.00=0.40\ \text{eV}.
\end{equation}
The common motion takes $E_0/3=1.20$ eV, and $2.00+1.20+0.40=3.60$ eV. Of the 0.60 eV above threshold, two thirds are free for relative motion, and the rest goes into the faster common motion.

For a definite event, take (\ref{event}) with $\mathbf u$ perpendicular to $\mathbf V$. The hole has $E_0/9=0.40$ eV. Each electron has the same 0.40 eV from the common motion and $\tfrac12mu^2=\varepsilon/2=0.20$ eV from the sideways motion, which makes 0.60 eV. The three kinetic energies add up to $0.40+0.60+0.60=1.60$ eV, which is what remains of 3.60 eV after the gap is paid.

\section*{(g) What happens when the bands are not parabolic}

\textit{Replace the bands by}
\begin{equation}
E_{c}(\mathbf k)=W(\mathbf k),\quad E_v(\mathbf k)=-W(\mathbf k),\quad
W(\mathbf k)=\sqrt{\frac{G^2}{4}+\frac{Gk^2}{2m}},
\label{dirac}
\end{equation}
\textit{with the energy zero now at midgap. Show that the gap and the edge masses are unchanged, and find the threshold.}

\medskip
\noindent\textbf{Solution.} Taking $G/2$ out of the root and expanding for small $k$,
\begin{equation}
W=\frac G2\sqrt{1+\frac{2k^2}{mG}}\approx\frac G2+\frac{k^2}{2m}.
\end{equation}
The gap is $G$ and both edge masses are $m$, as before. Define the energy deficit as the final energy minus the initial energy, at conserved momentum. Since $-E_v(\mathbf k_v)=W(\mathbf k_h)$,
\begin{equation}
\Delta=W(\mathbf k_1)+W(\mathbf k_2)+W(\mathbf k_h)-W(\mathbf k_0).
\end{equation}
The process needs $\Delta=0$. Each $W(\mathbf k_i)$ is the length of a four-component vector with components $G/2$ and $\sqrt{G/(2m)}\,\mathbf k_i$. The sum of three lengths is at least the length of the vector sum, whose components are $3G/2$ and $\sqrt{G/(2m)}\,\mathbf k_0$. Equality is reached for $\mathbf k_i=\mathbf k_0/3$. With $s=Gk_0^2/(2m)$, the least deficit is
\begin{equation}
\Delta_{\min}=\sqrt{\tfrac94G^2+s}-\sqrt{\tfrac14G^2+s}
=\frac{2G^2}{\sqrt{\tfrac94G^2+s}+\sqrt{\tfrac14G^2+s}}>0 .
\end{equation}
The second form follows on multiplying and dividing by the sum of the roots. The deficit is positive for every $k_0$. There is no threshold: within these bands the process is forbidden at all energies.

The values of part (f) show the size of the effect. At the wavevector of the parabolic threshold, $k_0^2/(2m)=3$ eV and $s=6$ eV$^2$, so $\Delta_{\min}=\sqrt{15}-\sqrt7=1.23$ eV. At ten times that wavevector, 0.16 eV is still missing. This last value only shows the trend of the model: about 4 \AA$^{-1}$ lies well outside the first Brillouin zone of common semiconductors.

The reason lies in how the energy changes when momentum is shared. In a parabolic band with equal masses, dividing $\mathbf k_0$ among three particles lowers the kinetic energy from $E_0$ to $E_0/3$, and the freed $\tfrac23E_0$ pays for the gap. In the bands (\ref{dirac}) the energy rises more slowly and becomes proportional to $k$ at large $k$. Measured from the band edges, the primary has the kinetic energy $W(\mathbf k_0)-G/2$, and the three products together have at least $3W(\mathbf k_0/3)-3G/2$. The difference, $G-\Delta_{\min}$, is the most that sharing the momentum can free. It approaches $G$ as $k_0$ grows but never reaches it, so the gap cannot be paid.

The prohibition belongs to this pair of mirror-image bands, not to nonparabolic bands in general. Keep the conduction band $W$, which tends to $vk$ at large $k$ with $v^2=G/(2m)$, and take a parabolic valence band of mass $m_h$ with its top at $-G/2$. Let the hole carry $k_h$ along $\mathbf k_0$ and let the electrons share the rest equally. At large $k_0$ the deficit tends to $G/2-vk_h+k_h^2/(2m_h)$, which for $k_h=m_hv$ equals $G/2-Gm_h/(4m)$. This is negative for $m_h>2m$, while the least deficit at $k_0=0$ is $G$, so a threshold exists again. Common direct-gap semiconductors have such a heavy-hole band, which the model (\ref{dirac}) leaves out.

The edge masses give no warning of this. The expansion of $W$ requires $2k^2/(mG)\ll1$, but at the parabolic threshold this quantity is $4\times1.5=6$. The factor $3/2$ therefore depends on band energies far from the edges: the primary lies $\tfrac32G$ above the conduction-band minimum, and whether the parabolic form still holds there has to be checked for a given solid. It is also a kinematic limit: it states where the process becomes possible, not how fast it proceeds. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Gap (input): 2.000 eV
Electron mass = hole mass (input): 0.200 electron masses
Threshold above conduction minimum: 3.0000 eV
Same threshold: 0.110248 hartree
Threshold / gap: 1.500000
Threshold above valence top: 5.0000 eV
Primary wavevector: 0.3968 1/angstrom
Same wavevector: 0.209998 1/bohr
Each final electron, wavevector: 0.1323 1/angstrom
Valence electron, wavevector along primary: -0.1323 1/angstrom
Each final electron, energy: 0.3333 eV
Hole kinetic energy: 0.3333 eV
Momentum transfer: 0.2646 1/angstrom
Energy lost by primary: 2.6667 eV
Energy gained by valence electron: 2.6667 eV
Primary 20% above threshold: 3.6000 eV
Its energy for relative motion: 0.4000 eV
Energy-conserving events found: 20 of 20 directions
Hole mass / electron mass, threshold / gap (both dimensionless):
      0.01  1.9901
      0.50  1.6667
      1.00  1.5000
      2.00  1.3333
      5.00  1.1667
   1000.00  1.0010
Nonparabolic bands: k0 / parabolic threshold k0, least deficit (eV):
    0.3  1.8477
    1.0  1.2272
    3.0  0.5211
   10.0  0.1626
\end{verbatim}
